# Silicon Mobility Does Not Fix the Intervalley Phonon Couplings: a numerical check

```python
"""
Result under test: sets of phonon couplings that give the same low-field electron
mobility in a six-valley (silicon-like) conductor can disagree under strain or
at high field. With equal f and g phonon energies, the unstrained mobility and
all transport along [111] depend on D_f and D_g only through S = 4 D_f^2 + D_g^2.

Symbols: E kinetic energy from the valley bottom, alpha nonparabolicity,
D_a acoustic deformation potential (J), D_f and D_g intervalley couplings (J/m),
offsets = energies of the valley pairs on the x, y, z axes (J).
Scaled momentum u_i = hbar k_i / sqrt(m_i), so E (1 + alpha E) = |u|^2 / 2.
All calculations are in SI; engineering units are used for printing.
"""
import numpy as np
from scipy.constants import e as q, hbar, k as kB, m_e, epsilon_0, pi
from scipy.optimize import brentq

m_long, m_trans = 0.92 * m_e, 0.19 * m_e
m_dos = (m_long * m_trans**2) ** (1 / 3)
alpha = 0.5 / q
density, sound = 2330.0, 9000.0
T0 = 300.0
target = 0.14
masses = np.full((3, 3), m_trans)          # masses[pair, component]
np.fill_diagonal(masses, m_long)
coupling_unit = 1e10 * q                   # 1e8 eV/cm in J/m
flat = np.zeros(3)


def strained(split_eV):
    """Biaxial tension in the xy plane: the z pair is lowest."""
    return np.array([split_eV, split_eV, 0.0]) * q


def dos(E):
    """States per volume and energy, one valley, one spin."""
    x = np.maximum(E, 0.0)
    return ((2 * m_dos) ** 1.5 / (4 * pi**2 * hbar**3)
            * np.sqrt(x * (1 + alpha * x)) * (1 + 2 * alpha * x))


def make_set(Da_eV, S, f_share, f_eV=0.060, g_eV=0.060):
    return dict(Da=Da_eV * q, S=S, f2=f_share * S / 4, g2=(1 - f_share) * S,
                wf=f_eV * q, wg=g_eV * q)


def bose(energy, T):
    return 1 / np.expm1(energy / (kB * T))


def channels(E, s, T, offsets):
    """Rates, kinetic-energy changes and final pairs of seven mechanisms."""
    rates = np.zeros((3, 7, len(E)))
    change = np.zeros((3, 8))
    final = np.zeros((3, 8), dtype=int)
    for pair in range(3):
        final[pair] = pair
        rates[pair, 0] = (2 * pi * s["Da"]**2 * kB * T
                          / (hbar * density * sound**2) * dos(E))
        others = [j for j in range(3) if j != pair]
        jobs = [(pair, 1, s["g2"], s["wg"])]
        jobs += [(j, 2, s["f2"], s["wf"]) for j in others]
        column = 1
        for target_pair, valleys, D2, w in jobs:
            front = pi * D2 * valleys / (density * w / hbar)
            step = offsets[pair] - offsets[target_pair]
            n = bose(w, T)
            for gain, weight in ((w, n), (-w, n + 1)):
                change[pair, column] = gain + step
                final[pair, column] = target_pair
                rates[pair, column] = front * weight * dos(E + gain + step)
                column += 1
    return rates, change, final


def mobility(s, T=T0, offsets=flat, extra=None):
    """Low-field mobility along x by energy quadrature."""
    h = 40 * kB * T / 8000
    E = (np.arange(8000) + 0.5) * h
    total = channels(E, s, T, offsets)[0].sum(axis=1)
    if extra is not None:
        total = total + extra(E)
    top = bottom = 0.0
    for pair in range(3):
        weight = dos(E) * np.exp(-(E + offsets[pair]) / (kB * T))
        v2 = (2 * E * (1 + alpha * E)
              / (3 * masses[pair, 0] * (1 + 2 * alpha * E)**2))
        top += np.sum(weight * v2 / total[pair])
        bottom += np.sum(weight)
    return q / (kB * T) * top / bottom


def calibrate(Da_eV, f_share, f_eV=0.060, g_eV=0.060):
    """Choose S so that the unstrained mobility at 300 K meets the target."""
    def miss(x):
        trial = make_set(Da_eV, x * coupling_unit**2, f_share, f_eV, g_eV)
        return mobility(trial) - target
    x = brentq(miss, 5.0, 5000.0, xtol=1e-9)
    return make_set(Da_eV, x * coupling_unit**2, f_share, f_eV, g_eV)


def simulate(s, offsets, field, direction, n, burn, steps, cap_eV, seed,
             record=False):
    """Ensemble of electrons with exponential flights of constant total rate."""
    rng = np.random.default_rng(seed)
    dE = 0.0005 * q
    nE = int(round(cap_eV * q / dE))
    grid = (np.arange(nE) + 0.5) * dE
    rates, change, final = channels(grid, s, T0, offsets)
    rate_max = rates.sum(axis=1).max() * 1.0001
    cumulative = np.cumsum(rates, axis=1) / rate_max
    cumulative = np.ascontiguousarray(
        cumulative.transpose(1, 0, 2).reshape(7, 3 * nE))
    emitted = np.array([0, -s["wg"], s["wg"], -s["wf"], s["wf"],
                        -s["wf"], s["wf"], 0])
    unit = np.array(direction, float)
    unit /= np.linalg.norm(unit)
    project = np.ascontiguousarray((unit / np.sqrt(masses)).T)
    push = q * field * project
    pair = np.full(n, 2) if offsets.any() else np.arange(n) % 3
    u = rng.normal(size=(3, n)) * np.sqrt(kB * T0)
    v_sum, e_sum, x_sum, z_sum = (np.zeros(n) for _ in range(4))
    loss = 0.0
    events = above_cap = above_half = 0
    history = np.empty((steps, n)) if record else None
    for it in range(burn + steps):
        flight = rng.standard_exponential(n) / rate_max
        if field:
            u += np.take(push, pair, axis=1) * flight
        gam = 0.5 * (u[0]**2 + u[1]**2 + u[2]**2)
        root = np.sqrt(1 + 4 * alpha * gam)          # equals 1 + 2 alpha E
        E = 2 * gam / (1 + root)
        index = np.minimum((E / dE).astype(int), nE - 1) + pair * nE
        mech = np.sum(rng.random(n) > np.take(cumulative, index, axis=1), axis=0)
        hit = np.flatnonzero(mech < 7)
        if it >= burn:
            v = np.sum(np.take(project, pair, axis=1) * u, axis=0) / root
            v_sum += v
            e_sum += E
            x_sum += pair == 0
            z_sum += pair == 2
            loss += emitted[mech].sum()
            events += len(hit)
            above_cap += np.count_nonzero(E > cap_eV * q)
            above_half += np.count_nonzero(E > 0.5 * q)
            if record:
                history[it - burn] = v
        m, old = mech[hit], pair[hit]
        E2 = np.maximum(E[hit] + change[old, m], 1e-6 * q)
        length = np.sqrt(2 * E2 * (1 + alpha * E2))
        c = rng.uniform(-1, 1, len(hit))
        angle = rng.uniform(0, 2 * pi, len(hit))
        sine = np.sqrt(1 - c**2)
        u[:, hit] = length * np.array([sine * np.cos(angle),
                                       sine * np.sin(angle), c])
        pair[hit] = final[old, m]

    def mean_err(total):
        return total.mean() / steps, total.std(ddof=1) / steps / np.sqrt(n)
    out = dict(v=mean_err(v_sum), E=mean_err(e_sum), x=mean_err(x_sum),
               z=mean_err(z_sum), loss=loss * rate_max / (n * steps),
               rate=events * rate_max / (n * steps), rate_max=rate_max,
               above_cap=above_cap / (n * steps),
               above_half=above_half / (n * steps), history=history)
    return out


# ---- calibrated coupling sets -------------------------------------------------
A = calibrate(9.0, 0.8)
B = calibrate(9.0, 0.2)
C = calibrate(11.0, 0.8)
A2 = calibrate(9.0, 0.8, 0.047, 0.062)
B2 = calibrate(9.0, 0.2, 0.047, 0.062)

# ---- golden rule as an explicit sum over final states in k space --------------
E_start, width, cells = 0.20 * q, 0.02 * q, 110
E_final = E_start - A["wg"]
E_top = E_final + width
box = np.sqrt(2 * np.array([m_long, m_trans, m_trans])
              * E_top * (1 + alpha * E_top)) / hbar
part = ((np.arange(cells) + 0.5) / cells) ** 2 * E_top * (1 + alpha * E_top)
gam_k = part[:, None, None] + part[None, :, None] + part[None, None, :]
E_k = 2 * gam_k / (1 + np.sqrt(1 + 4 * alpha * gam_k))
count = np.count_nonzero(np.abs(E_k - E_final) < width / 2)
states = 8 * count * np.prod(box / cells) / (2 * pi)**3 / width
matrix2 = (hbar * A["g2"] / (2 * density * A["wg"] / hbar)
           * (bose(A["wg"], T0) + 1))
rate_sum = 2 * pi / hbar * matrix2 * states
rate_formula = channels(np.array([E_start]), A, T0, flat)[0][0, 2, 0]
assert abs(rate_sum / rate_formula - 1) < 0.02

# ---- elastic acoustic rate as the limit of small phonon energy ----------------
q_ac = 2 * np.sqrt(m_dos * kB * T0) / hbar
w_ac = hbar * sound * q_ac
full = (pi * (A["Da"] * q_ac)**2 / (density * sound * q_ac)
        * (2 * bose(w_ac, T0) + 1))
elastic = 2 * pi * A["Da"]**2 * kB * T0 / (hbar * density * sound**2)
assert abs(full / elastic - 1) < 0.01

# ---- low-field invariance, its loss under strain, and the large-split limit ---
temperatures = (150.0, 300.0, 400.0)
mu = {name: [mobility(s, T) for T in temperatures]
      for name, s in (("A", A), ("B", B), ("C", C), ("A2", A2), ("B2", B2))}
assert np.allclose(mu["A"], mu["B"], rtol=1e-7)
split = strained(0.20)
mu_s = {name: mobility(s, T0, split)
        for name, s in (("A", A), ("B", B), ("C", C), ("A2", A2), ("B2", B2))}
assert mu_s["A"] > 1.15 * mu_s["B"]
assert mu_s["A2"] > 1.15 * mu_s["B2"]
limit = {}
for name, s in (("A", A), ("B", B)):
    no_f = dict(s, f2=0.0)
    E = (np.arange(8000) + 0.5) * 40 * kB * T0 / 8000
    tau = 1 / channels(E, no_f, T0, flat)[0][2].sum(axis=0)
    w = dos(E) * np.exp(-E / (kB * T0))
    shape = 2 * E * (1 + alpha * E) / (3 * kB * T0 * (1 + 2 * alpha * E)**2)
    limit[name] = q / m_trans * np.sum(w * shape * tau) / np.sum(w)
    assert abs(mobility(s, T0, strained(0.6)) / limit[name] - 1) < 1e-3

# ---- mobility from equilibrium velocity fluctuations in a strained crystal ----
test_split = strained(0.05)
gas = simulate(A, test_split, 0.0, (1, 0, 0), 4000, 400, 1500, 0.45, 11, True)
V = gas["history"]
P = np.cumsum(V, axis=0)
W = 150
corr = np.mean(V[:-W] * (P[W - 1:-1] - P[:-W] + V[:-W]), axis=0)
corr *= q / (kB * T0 * gas["rate_max"])
mu_fluct, mu_fluct_err = corr.mean(), corr.std(ddof=1) / np.sqrt(len(corr))
mu_quad = mobility(A, T0, test_split)
low_share = 1 / (1 + 2 * np.exp(-test_split[0] / (kB * T0)))
assert mu_fluct_err < 0.03 * mu_quad
assert abs(mu_fluct - mu_quad) < 4 * mu_fluct_err + 0.01 * mu_quad
assert abs(gas["z"][0] - low_share) < 0.02
del V, P, gas["history"]

# ---- hot carriers -------------------------------------------------------------
F = 2.0e6
hot = {}
for seed, (name, s, offs, direction, n) in enumerate((
        ("A111", A, flat, (1, 1, 1), 2500), ("B111", B, flat, (1, 1, 1), 2500),
        ("C111", C, flat, (1, 1, 1), 2500), ("A100", A, flat, (1, 0, 0), 5000),
        ("B100", B, flat, (1, 0, 0), 5000), ("Astr", A, split, (1, 0, 0), 2500),
        ("Bstr", B, split, (1, 0, 0), 2500))):
    hot[name] = simulate(s, offs, F, direction, n, 500, 800, 0.8, 100 + seed)
    r = hot[name]
    assert r["above_cap"] < 1e-3
    assert abs(r["loss"] / (q * F * r["v"][0]) - 1) < 0.04


def gap(first, second, key):
    """Difference of two simulated means and its standard error."""
    a, b = hot[first][key], hot[second][key]
    return a[0] - b[0], np.hypot(a[1], b[1])


for key in ("v", "E"):
    difference, error = gap("A111", "B111", key)
    assert abs(difference) < 4 * error
assert hot["C111"]["v"][0] < 0.95 * hot["A111"]["v"][0]
assert hot["C111"]["E"][0] > 1.05 * hot["A111"]["E"][0]
assert min(hot["A100"]["x"][0], hot["B100"]["x"][0]) > 0.345
assert hot["Astr"]["E"][0] > hot["Bstr"]["E"][0]

# ---- sizes of neglected effects -----------------------------------------------
carriers = 1e20                       # 1e14 per cm^3
eps = 11.7 * epsilon_0


def impurity(E):
    b = 8 * m_dos * E * eps * kB * T0 / (q**2 * carriers) / hbar**2
    return (carriers * q**4 / (16 * np.sqrt(2) * pi * eps**2 * np.sqrt(m_dos))
            * (np.log1p(b) - b / (1 + b)) / E**1.5)


mu_imp = mobility(A, extra=impurity)
Nc2 = 2 * 2 * (m_dos * kB * T0 / (2 * pi * hbar**2)) ** 1.5
gap_energy, tunnel_mass = 1.12 * q, 0.2 * m_e
tunnel = (pi * np.sqrt(tunnel_mass) * gap_energy**1.5
          / (2 * np.sqrt(2) * hbar * q * F))
heating = q * carriers * F * hot["A111"]["v"][0] * 1e-9 / 1.6e6

# ---- printed results ----------------------------------------------------------
print("Inputs (rough, silicon-like)")
print(f"masses long, trans: {m_long/m_e:.2f}, {m_trans/m_e:.2f} m_e;"
      f" alpha {alpha*q:.1f} /eV")
print(f"density {density:.0f} kg/m3; sound speed {sound:.0f} m/s")
print(f"phonon f = g: {A['wf']/q*1e3:.0f} meV;"
      f" occupation at 300 K {bose(A['wf'], T0):.4f}")
print(f"target mobility {target*1e4:.0f} cm2/Vs at {T0:.0f} K")
print("Couplings: D_a (eV); D_f, D_g, sqrt(S) (1e8 eV/cm)")
for name, s in (("A", A), ("B", B), ("C", C), ("A2", A2), ("B2", B2)):
    d = [np.sqrt(s[x]) / coupling_unit for x in ("f2", "g2", "S")]
    print(f"  {name:2s} {s['Da']/q:.1f}; {d[0]:.2f}, {d[1]:.2f}, {d[2]:.2f}")
print(f"  A2, B2 phonons f, g: {A2['wf']/q*1e3:.0f},"
      f" {A2['wg']/q*1e3:.0f} meV")
print(f"S ratio C/A: {C['S']/A['S']:.3f}")
print("Mobility (cm2/Vs): 150, 300, 400 K; strained 0.2 eV at 300 K")
for name in mu:
    a = [x * 1e4 for x in mu[name]]
    print(f"  {name:2s} {a[0]:.0f}, {a[1]:.0f}, {a[2]:.0f};"
          f" {mu_s[name]*1e4:.0f}")
print(f"strained ratio A/B {mu_s['A']/mu_s['B']:.3f};"
      f" A2/B2 {mu_s['A2']/mu_s['B2']:.3f}")
print(f"large-split limit A, B: {limit['A']*1e4:.0f},"
      f" {limit['B']*1e4:.0f} cm2/Vs")
print("Checks")
print(f"golden-rule sum / formula: {rate_sum/rate_formula:.4f}")
print(f"set A, split 0.05 eV, quadrature: {mu_quad*1e4:.0f} cm2/Vs")
print(f"same from fluctuations: {mu_fluct*1e4:.0f}"
      f" +- {mu_fluct_err*1e4:.0f} cm2/Vs")
print(f"low-pair share simulated, Boltzmann: {gas['z'][0]:.3f},"
      f" {low_share:.3f}")
print(f"Hot carriers, field {F/1e8:.2f} MV/cm, 300 K")
print("  run: velocity (1e6 cm/s), mean kinetic energy (meV)")
for name, r in hot.items():
    print(f"  {name}: {r['v'][0]/1e4:.3f} +- {r['v'][1]/1e4:.3f},"
          f" {r['E'][0]/q*1e3:.1f} +- {r['E'][1]/q*1e3:.1f}")
for pair_names in (("A111", "B111"), ("A100", "B100"), ("Astr", "Bstr")):
    d, err = gap(*pair_names, "v")
    print(f"  v {pair_names[0]} - {pair_names[1]}:"
          f" {d/1e4:.3f} +- {err/1e4:.3f} 1e6 cm/s")
print(f"velocity ratio C111/A111:"
      f" {hot['C111']['v'][0]/hot['A111']['v'][0]:.3f}")
for name in ("A100", "B100"):
    print(f"cold-pair share {name}: {hot[name]['x'][0]:.3f}"
          f" +- {hot[name]['x'][1]:.3f} (equal: {1/3:.3f})")
print("Neglected effects")
print(f"impurities at 1e14 /cm3: mobility {100*(mu_imp/target-1):.2f} %")
print(f"density / two-valley band density: {carriers/Nc2:.1e}")
print(f"thermal acoustic phonon energy: {w_ac/q*1e3:.1f} meV")
print(f"hbar x scattering rate, A111: {hbar*hot['A111']['rate']/q*1e3:.1f} meV")
print(f"largest share above 0.5 eV:"
      f" {max(r['above_half'] for r in hot.values()):.1e}")
print(f"interband tunnelling exponent: {tunnel:.0f}")
print(f"field / rough breakdown field 0.3 MV/cm: {F/3e7:.3f}")
print(f"self-heating in 1 ns, A111: {heating*1e3:.2f} mK")
print("tests ok")
```

Printed output:

```
Inputs (rough, silicon-like)
masses long, trans: 0.92, 0.19 m_e; alpha 0.5 /eV
density 2330 kg/m3; sound speed 9000 m/s
phonon f = g: 60 meV; occupation at 300 K 0.1089
target mobility 1400 cm2/Vs at 300 K
Couplings: D_a (eV); D_f, D_g, sqrt(S) (1e8 eV/cm)
  A  9.0; 6.58, 6.58, 14.72
  B  9.0; 3.29, 13.17, 14.72
  C  11.0; 4.26, 4.26, 9.52
  A2 9.0; 4.65, 4.65, 10.40
  B2 9.0; 3.03, 12.12, 13.55
  A2, B2 phonons f, g: 47, 62 meV
S ratio C/A: 0.418
Mobility (cm2/Vs): 150, 300, 400 K; strained 0.2 eV at 300 K
  A  6835, 1400, 724; 3018
  B  6835, 1400, 724; 2088
  C  5087, 1400, 806; 2298
  A2 6357, 1400, 765; 3323
  B2 6635, 1400, 739; 2316
strained ratio A/B 1.446; A2/B2 1.435
large-split limit A, B: 3023, 2089 cm2/Vs
Checks
golden-rule sum / formula: 1.0002
set A, split 0.05 eV, quadrature: 1995 cm2/Vs
same from fluctuations: 1987 +- 21 cm2/Vs
low-pair share simulated, Boltzmann: 0.785, 0.776
Hot carriers, field 0.02 MV/cm, 300 K
  run: velocity (1e6 cm/s), mean kinetic energy (meV)
  A111: 9.352 +- 0.032, 79.7 +- 0.2
  B111: 9.378 +- 0.033, 79.6 +- 0.2
  C111: 8.366 +- 0.029, 122.6 +- 0.4
  A100: 8.465 +- 0.025, 76.3 +- 0.1
  B100: 8.152 +- 0.029, 74.9 +- 0.2
  Astr: 9.922 +- 0.043, 152.3 +- 0.3
  Bstr: 11.412 +- 0.038, 98.0 +- 0.2
  v A111 - B111: -0.026 +- 0.046 1e6 cm/s
  v A100 - B100: 0.313 +- 0.038 1e6 cm/s
  v Astr - Bstr: -1.489 +- 0.058 1e6 cm/s
velocity ratio C111/A111: 0.895
cold-pair share A100: 0.406 +- 0.001 (equal: 0.333)
cold-pair share B100: 0.439 +- 0.003 (equal: 0.333)
Neglected effects
impurities at 1e14 /cm3: mobility -0.37 %
density / two-valley band density: 1.1e-05
thermal acoustic phonon energy: 3.9 meV
hbar x scattering rate, A111: 6.1 meV
largest share above 0.5 eV: 1.1e-03
interband tunnelling exponent: 1066
field / rough breakdown field 0.3 MV/cm: 0.067
self-heating in 1 ns, A111: 1.87 mK
tests ok
```
